# G0W0 self-energy of the electron gas by contour deformation: test program

```python
# RESULT UNDER TEST: the G0W0 self-energy of the uniform electron gas equals
#   exchange + (integral along the imaginary frequency axis) + (residues of G0).
# Hartree atomic units. Energies are measured from the bare Fermi energy.
#   kF, eF, wp : Fermi momentum, Fermi energy, plasma frequency
#   k, w       : momentum and real frequency of the self-energy
#   q          : transferred momentum;  xi = p^2/2 - eF : energy of state p
#   Wc         : RPA screened interaction minus the bare one, v = 4 pi/q^2
# The independent road uses the real-axis loss spectrum of the screened
# interaction (pair continuum and plasmon), and direct frequency quadrature.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
TIME_FS = constants.physical_constants["atomic unit of time"][0] * 1e15
rs = 4.0
kF = (9 * pi / 4) ** (1 / 3) / rs
eF = kF**2 / 2
wp = np.sqrt(3 / rs**3)
ABOVE = 1e-14j          # places a real frequency just above the real axis

# Gauss-Legendre nodes, clustered at panel ends to absorb logarithms and kinks
_x, _w = np.polynomial.legendre.leggauss(20)
_t = (_x + 1) / 2
NODE = _t**2 * (3 - 2 * _t)
WEIGHT = _w / 2 * 6 * _t * (1 - _t)


def composite(edges):
    """Nodes and weights of a quadrature with panels between the edges."""
    e = np.sort(np.asarray(edges, dtype=float))
    width = np.diff(e)
    keep = width > 1e-13 * np.max(np.abs(e))
    start, width = e[:-1][keep], width[keep]
    nodes = start[:, None] + width[:, None] * NODE
    return nodes.ravel(), (width[:, None] * WEIGHT).ravel()


def chi0(q, z):
    """Lindhard function for complex frequency z in the upper half plane."""
    Q = q / kF
    up = z / (q * kF) + Q / 2
    dn = z / (q * kF) - Q / 2
    far = (np.abs(up) > 4) & (np.abs(dn) > 4)

    def g(x):
        return (1 - x**2) / 4 * np.log((x + 1) / (x - 1))

    near_up, near_dn = np.where(far, 0.5j, up), np.where(far, 0.5j, dn)
    closed = 0.5 - (g(near_dn) - g(near_up)) / Q
    # series in inverse arguments, free of cancellation, for large arguments
    a, b = 1 / np.where(far, up, 10.0), 1 / np.where(far, dn, 10.0)
    s, b_power, acc = 1.0 + 0 * a, 1.0 + 0 * b, 1 / 3
    for m in range(1, 25):
        b_power = b_power * b
        s = a * s + b_power
        if m % 2 == 0:
            acc = acc + s / ((m + 1) * (m + 3))
    return -kF / pi**2 * np.where(far, -a * b * acc, closed)


def dielectric(q, z):
    return 1 - 4 * pi / q**2 * chi0(q, z)


def Wc(q, z):
    v = 4 * pi / q**2
    vchi = v * chi0(q, z)
    return v * vchi / (1 - vchi)


def sigma_exchange(k):
    y = k / kF
    if abs(y - 1) < 1e-12:
        return -kF / pi
    return -kF / pi * (1 + (1 - y**2) / (2 * y) * np.log(abs((1 + y) / (1 - y))))


NU, NU_WEIGHT = composite(np.r_[0.0, 4.0 ** np.arange(-10, 10)])


def sigma_line(k, w):
    p = np.sqrt(2 * (w + eF))
    q, wq = composite(np.r_[0.0, abs(k - p), k + p, 2 * kF,
                            kF * 4.0 ** np.arange(-7, 5)])
    q = q[:, None]
    a_minus = w - (k - q)**2 / 2 + eF
    a_plus = w - (k + q)**2 / 2 + eF
    log = np.log1p(2 * k * q * (a_minus + a_plus) / (a_plus**2 + NU**2))
    inner = (Wc(q, 1j * NU).real * log) @ NU_WEIGHT
    return -np.sum(wq * q[:, 0] * inner) / (8 * pi**3 * k)


def sigma_residue(k, w):
    if w == 0:
        return 0j
    total = 0j
    for x, wx in zip(*composite(np.linspace(0, abs(w), 5))):
        E = abs(w) - x
        p = np.sqrt(2 * (np.sign(w) * x + eF))
        low, high = abs(k - p), k + p
        root = np.sqrt(kF**2 + 2 * E)
        breaks = [2 * E / (root + kF), kF + root, 0.2 * kF]
        if E < eF:
            inner_root = np.sqrt(kF**2 - 2 * E)
            breaks += [2 * E / (kF + inner_root), kF + inner_root]
        edges = [low, high] + [b for b in breaks if low < b < high]
        lnq, wq = composite(np.log(edges))
        q = np.exp(lnq)
        total += wx * np.sum(wq * q**2 * Wc(q, E + ABOVE))
    return np.sign(w) * total / (4 * pi**2 * k)


# ---------- independent road: loss spectrum on the real axis ----------
def pair_edge(q):
    return q * kF + q**2 / 2


q_c = brentq(lambda q: dielectric(q, pair_edge(q) * (1 + 1e-12) + ABOVE).real,
             0.3 * kF, 1.5 * kF)


def plasmon(q):
    """Energy and strength of the plasmon pole of Wc for q < q_c."""
    edge = pair_edge(q)
    E = brentq(lambda x: dielectric(q, x + ABOVE).real,
               edge * (1 + 1e-12), 3 * (wp + edge), xtol=1e-15, rtol=1e-14)
    h = 1e-4 * (E - edge)
    slope = dielectric(q, E + 1j * h).imag / h
    return E, 4 * pi / q**2 / slope


def loss_spectrum(q, extra=()):
    """Energies and integrated strengths of -Im Wc/pi."""
    top, bottom = pair_edge(q), max(0.0, q**2 / 2 - q * kF)
    width = top - bottom
    inside = [q * kF - q**2 / 2, top - 0.1 * width, top - 0.01 * width, *extra]
    E, wE = composite([bottom, top] + [e for e in inside if bottom < e < top])
    strength = -wE * Wc(q, E + ABOVE).imag / pi
    if q < q_c * (1 - 1e-9):
        Ep, Sp = plasmon(q)
        E, strength = np.append(E, Ep), np.append(strength, Sp)
    return E, strength


def sigma_spectral(k, w):
    p = np.sqrt(2 * (w + eF))
    qs, wq = composite(np.r_[0.0, q_c, 2 * kF, abs(k - kF), k + kF,
                             abs(k - p), k + p, kF * 4.0 ** np.arange(-5, 4)])
    total = 0j
    for q, weight in zip(qs, wq):
        x0, x1 = (k - q)**2 / 2 - eF, (k + q)**2 / 2 - eF
        e0, e1, h0, h1 = max(x0, 0), max(x1, 0), min(x0, 0), min(x1, 0)
        E, S = loss_spectrum(q, (w - e0, w - e1, h0 - w, h1 - w))
        c, d = w - E, w + E
        electron = (np.log(np.abs((c - e0) / (c - e1)))
                    - 1j * pi * ((c > e0) & (c < e1)))
        hole = (np.log(np.abs((d - h0) / (d - h1)))
                + 1j * pi * ((d > h0) & (d < h1)))
        total += weight * q * np.sum(S * (electron + hole))
    return total / (4 * pi**2 * k)


print(f"r_s = {rs:.1f} bohr, k_F = {kF:.5f} 1/bohr")
print(f"Fermi energy = {eF:.5f} Ha, plasma frequency = {wp:.5f} Ha")
print(f"plasmon enters pair continuum at q_c = {q_c / kF:.4f} k_F")

# ---------- Lindhard function against its momentum integral ----------
q_test, z_test = 0.7 * kF, 0.05 + 0.1j
pp, wpp = composite(np.linspace(0, kF, 4))
xx, wxx = composite(np.linspace(-1, 1, 5))
gap = pp[:, None] * q_test * xx + q_test**2 / 2
chi_sum = (wpp * pp**2) @ (2 * gap / (z_test**2 - gap**2)) @ wxx / (2 * pi**2)
assert abs(chi_sum - chi0(q_test, z_test)) < 1e-8

# ---------- exchange against the momentum integral ----------
k_out, k_in = 1.5 * kF, 0.5 * kF
kernel = 4 * pi / (k_out**2 + pp[:, None]**2 - 2 * k_out * pp[:, None] * xx)
x_out = -(wpp * pp**2) @ kernel @ wxx / (4 * pi**2)
x_in = -quad(lambda p: p * np.log(abs((k_in + p) / (k_in - p))), 0, kF,
             points=[k_in])[0] / (pi * k_in)
assert abs(x_out - sigma_exchange(k_out)) < 1e-7
assert abs(x_in - sigma_exchange(k_in)) < 1e-7

# ---------- f-sum rule and upward plasmon dispersion ----------
q_sum = 0.5 * kF
E_sum, S_sum = loss_spectrum(q_sum)
f_ratio = np.sum(E_sum * S_sum) / (4 * pi / q_sum**2 * wp**2 / 2)
assert abs(f_ratio - 1) < 1e-5
dispersion = [plasmon(f * q_c)[0] for f in (0.05, 0.2, 0.4, 0.6, 0.8, 0.95)]
assert dispersion[0] > wp and np.all(np.diff(dispersion) > 0)
print(f"f-sum rule, spectrum/exact at q = 0.5 k_F: {f_ratio:.7f}")

# ---------- contour deformation at one q, finite broadening in G0 ----------
q_one, delta = 1.5 * kF, 0.05
assert q_one > q_c
real_w, real_wt = composite(np.r_[np.linspace(0, 1, 21), 4.0 ** np.arange(1, 9),
                                  q_one * kF - q_one**2 / 2, pair_edge(q_one)])
W_real = Wc(q_one, real_w + ABOVE)
W_imag = Wc(q_one, 1j * NU).real
print(f"one q = 1.5 k_F, broadening {delta} Ha; values in Ha bohr^3:")
for side, diff in ((1, 0.3), (-1, -0.3), (1, -0.3), (-1, 0.3)):
    b = diff + 1j * delta * side            # w - xi, shifted by the broadening
    direct = 1j / (2 * pi) * np.sum(
        real_wt * W_real * (1 / (b + real_w) + 1 / (b - real_w)))
    line = -np.sum(NU_WEIGHT * W_imag
                   * (1 / (b + 1j * NU) + 1 / (b - 1j * NU))) / (2 * pi)
    res = 0j
    if side == 1 and diff > 0:
        res = complex(Wc(q_one, b))
    if side == -1 and diff < 0:
        res = -complex(Wc(q_one, -b))
    assert abs(direct - line - res) < 1e-5
    name = "empty" if side == 1 else "filled"
    print(f" {name}, w-xi={diff:+.1f} Ha: direct {direct:.5f}, "
          f"line {line:.5f}, residue {res:.5f}")

# ---------- worked example: on-shell self-energies ----------
print("on-shell self-energy in Ha (w = xi_k):")
shell, worst = {}, 0.0
for f in (0.5, 1.0, 1.5):
    k = f * kF
    w = 0.0 if f == 1.0 else k**2 / 2 - eF
    sx, sl, sr = sigma_exchange(k), sigma_line(k, w), sigma_residue(k, w)
    spectral = sigma_spectral(k, w)
    worst = max(worst, abs(sl + sr - spectral))
    shell[f] = (w, sx + sl + sr)
    print(f" k = {f:.1f} k_F, w = {w:+.5f}: exchange {sx:.5f}, line {sl:.5f}")
    print(f"   residue {sr:.5f}, total {sx + sl + sr:.5f}")
    print(f"   correlation: contour {sl + sr:.5f}, spectrum {spectral:.5f}")

# ---------- quasiparticle weight at the Fermi momentum ----------
slopes = []
for fraction in (0.05, 0.025):
    h = fraction * eF
    plus = sigma_line(kF, h) + sigma_residue(kF, h)
    minus = sigma_line(kF, -h) + sigma_residue(kF, -h)
    slopes.append((plus - minus).real / (2 * h))
    if fraction == 0.05:
        s_plus, s_minus = sigma_spectral(kF, h), sigma_spectral(kF, -h)
        worst = max(worst, abs(plus - s_plus), abs(minus - s_minus))
        slope_spectral = (s_plus - s_minus).real / (2 * h)
print(f"largest contour-spectrum difference = {worst:.1e} Ha")
assert worst < 3e-5       # limited by the spectrum quadrature near q_c
assert abs(slopes[0] - slope_spectral) < 0.01
assert abs(slopes[0] - slopes[1]) < 0.01
print(f"slope dRe Sigma/dw at k_F: step 0.05 eF {slopes[0]:.4f}, "
      f"step 0.025 eF {slopes[1]:.4f}")
print(f" same slope from spectrum, step 0.05 eF: {slope_spectral:.4f}")
print(f"Z at k_F = {1 / (1 - slopes[1]):.3f}")

# ---------- quadratic damping near the Fermi surface ----------
qq, wqq = composite(np.linspace(0, 2 * kF, 6))
W_static = 4 * pi / (qq**2 - 4 * pi * chi0(qq, ABOVE).real)
C = np.sum(wqq * W_static**2) / (16 * pi**3 * kF)
for sign in (1, -1):
    w = sign * 0.002 * eF
    C_numeric = -sign * sigma_residue(kF, w).imag / w**2
    assert abs(C_numeric / C - 1) < 0.01
    print(f"damping coefficient at w = {sign * 0.002:+.3f} eF: "
          f"{C_numeric:.4f} 1/Ha")
print(f"damping coefficient from static W: {C:.4f} 1/Ha")

# ---------- logarithm carried by the residue part alone ----------
ratio = [sigma_residue(kF, f * eF).real / (f * eF) for f in (0.01, 0.001)]
log_change = -np.log(10) / (pi * kF)
assert abs((ratio[1] - ratio[0]) / log_change - 1) < 0.03
print(f"Re residue/w at 0.01 eF: {ratio[0]:.4f}, at 0.001 eF: {ratio[1]:.4f}")
print(f" change {ratio[1] - ratio[0]:.4f}, logarithm predicts {log_change:.4f}")

# ---------- first-order quasiparticle energies, width and lifetime ----------
mu_shift = shell[1.0][1].real
for f in (0.5, 1.5):
    bare, sigma = shell[f]
    dressed = bare + sigma.real - mu_shift
    print(f"k = {f:.1f} k_F energy from Fermi surface: bare {bare:+.5f} Ha, "
          f"G0W0 {dressed:+.5f} Ha = {dressed * HARTREE_EV:+.3f} eV")
width = -2 * shell[1.5][1].imag
assert width > 0 and shell[0.5][1].imag > 0
print(f"width at 1.5 k_F = {width:.5f} Ha = {width * HARTREE_EV:.3f} eV")
print(f"lifetime at 1.5 k_F = {TIME_FS / width:.2f} fs")
print("checks complete")
```

Running it gives:

```
r_s = 4.0 bohr, k_F = 0.47979 1/bohr
Fermi energy = 0.11510 Ha, plasma frequency = 0.21651 Ha
plasmon enters pair continuum at q_c = 0.9454 k_F
f-sum rule, spectrum/exact at q = 0.5 k_F: 1.0000000
one q = 1.5 k_F, broadening 0.05 Ha; values in Ha bohr^3:
 empty, w-xi=+0.3 Ha: direct -3.42373-8.39089j, line 2.44319-0.20472j, residue -5.86693-8.18617j
 filled, w-xi=-0.3 Ha: direct 3.42373+8.39089j, line -2.44319+0.20472j, residue 5.86693+8.18617j
 empty, w-xi=-0.3 Ha: direct -2.44319-0.20472j, line -2.44319-0.20472j, residue 0.00000+0.00000j
 filled, w-xi=+0.3 Ha: direct 2.44319+0.20472j, line 2.44319+0.20472j, residue 0.00000+0.00000j
on-shell self-energy in Ha (w = xi_k):
 k = 0.5 k_F, w = -0.08632: exchange -0.27856, line -0.09625
   residue 0.17732+0.00859j, total -0.19749+0.00859j
   correlation: contour 0.08107+0.00859j, spectrum 0.08107+0.00859j
 k = 1.0 k_F, w = +0.00000: exchange -0.15272, line -0.05347
   residue 0.00000+0.00000j, total -0.20619+0.00000j
   correlation: contour -0.05347+0.00000j, spectrum -0.05347+0.00000j
 k = 1.5 k_F, w = +0.14387: exchange -0.05031, line -0.03179
   residue -0.13380-0.01049j, total -0.21589-0.01049j
   correlation: contour -0.16558-0.01049j, spectrum -0.16559-0.01049j
largest contour-spectrum difference = 1.0e-06 Ha
slope dRe Sigma/dw at k_F: step 0.05 eF -0.5705, step 0.025 eF -0.5706
 same slope from spectrum, step 0.05 eF: -0.5705
Z at k_F = 0.637
damping coefficient at w = +0.002 eF: 1.0545 1/Ha
damping coefficient at w = -0.002 eF: 1.0544 1/Ha
damping coefficient from static W: 1.0554 1/Ha
Re residue/w at 0.01 eF: -4.3031, at 0.001 eF: -5.8298
 change -1.5267, logarithm predicts -1.5276
k = 0.5 k_F energy from Fermi surface: bare -0.08632 Ha, G0W0 -0.07762 Ha = -2.112 eV
k = 1.5 k_F energy from Fermi surface: bare +0.14387 Ha, G0W0 +0.13417 Ha = +3.651 eV
width at 1.5 k_F = 0.02097 Ha = 0.571 eV
lifetime at 1.5 k_F = 1.15 fs
checks complete
```
